# Transition Dipoles Between Nonorthogonal Delta-SCF Determinants in PAW: test program

```python
"""
Transition dipole between two nonorthogonal Delta-SCF determinants A and B.
Result under test, with PAW-augmented orbital matrices S (overlap), D (position):
    s = <A|B> = det S,      m = <A|sum x|B> = sum_ij D_ij cofactor_ij(S),
    mu = (m - s (mA + mB)/2) / (1 - s^2)   is independent of the origin,
where mA, mB are the expectation values of sum x in A and B.
Reference: explicit three-electron wave functions on a product grid.
Model: three same-spin electrons in one dimension, two soft-Coulomb nuclei,
Hartree mean field with Fermi-Amaldi factor (N-1)/N. Atomic units.
Orbitals are grid vectors of unit norm (grid weight absorbed).
"""
from itertools import permutations
import numpy as np
from scipy import constants
from scipy.linalg import eigh

N = 3
step = 0.15
half = 60
x = step * np.arange(-half, half + 1)
n_grid = len(x)
charges = [3.0, 2.0]
centre_index = [half - 10, half + 10]
centres = [x[i] for i in centre_index]
soft_nucleus, soft_repulsion = 0.5, 1.0
edge = 7                                  # sphere radius in grid steps
wave_energies = [-4.5, -2.5, -0.5]
fewer_energies = [-4.5, -0.5]             # subset, for the convergence test


def attraction(Z, distance):
    return -Z / np.sqrt(distance**2 + soft_nucleus**2)


v_ext = sum(attraction(Z, x - X) for Z, X in zip(charges, centres))
h_core = (np.diag(1 / step**2 + v_ext)
          - np.diag(np.full(n_grid - 1, 0.5 / step**2), 1)
          - np.diag(np.full(n_grid - 1, 0.5 / step**2), -1))
repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + soft_repulsion**2)
amaldi = (N - 1) / N


def partial_waves(Z, energies):
    """Orthonormal all-electron waves and smooth partners inside a sphere."""
    r = step * np.arange(edge + 3)
    v = attraction(Z, r)
    inner = np.arange(-(edge - 1), edge)
    full, smooth = [], []
    for energy in energies:
        for parity in (0, 1):
            f = np.zeros(edge + 3)
            if parity == 0:
                f[0] = 1.0
                f[1] = 1.0 + step**2 * (v[0] - energy)
            else:
                f[1] = step
            for i in range(1, edge + 2):
                f[i + 1] = (2 * f[i] - f[i - 1]
                            + 2 * step**2 * (v[i] - energy) * f[i])
            powers = np.array([0, 2, 4]) + parity
            match = r[edge:edge + 3]
            poly = np.linalg.solve(match[:, None]**powers, f[edge:edge + 3])
            sign = np.where(inner < 0, (-1.0)**parity, 1.0)
            wave = sign * f[np.abs(inner)]
            partner = ((step * inner)[:, None]**powers) @ poly
            size = np.linalg.norm(wave)
            full.append(wave / size)
            smooth.append(partner / size)
    # The same linear combinations are taken of waves and smooth partners.
    Q, R = np.linalg.qr(np.array(full).T)
    return Q, np.linalg.solve(R.T, np.array(smooth)).T


def build_atoms(energies):
    result = []
    for Z, X, ic in zip(charges, centres, centre_index):
        phi, phi_smooth = partial_waves(Z, energies)
        inside = np.arange(ic - edge + 1, ic + edge)
        local = (x[inside] - X)[:, None]
        result.append(dict(
            X=X, inside=inside, phi=phi, smooth=phi_smooth,
            projector=np.linalg.pinv(phi_smooth).T,
            dO=phi.T @ phi - phi_smooth.T @ phi_smooth,
            d1=(phi.T @ (local * phi)
                - phi_smooth.T @ (local * phi_smooth))))
    return result


def build_basis(atom_list):
    """Orthonormal: free outside the spheres, partial waves inside them."""
    outside = np.setdiff1d(np.arange(n_grid),
                           np.concatenate([a["inside"] for a in atom_list]))
    blocks = [np.eye(n_grid)[:, outside]]
    for a in atom_list:
        block = np.zeros((n_grid, a["phi"].shape[1]))
        block[a["inside"]] = a["phi"]
        blocks.append(block)
    return np.hstack(blocks)


atoms = build_atoms(wave_energies)
paw_basis = build_basis(atoms)
for a in atoms:
    assert np.allclose(a["projector"].T @ a["smooth"],
                       np.eye(a["phi"].shape[1]), atol=1e-9)


def scf(basis, occupied, density):
    """Self-consistent orbitals for a fixed list of occupied levels."""
    h0 = basis.T @ h_core @ basis
    density = density.copy()
    for _ in range(1200):
        v = amaldi * repulsion @ density
        levels, C = eigh(h0 + basis.T @ (v[:, None] * basis))
        psi = basis @ C[:, occupied]
        new = (psi**2).sum(axis=1)
        if np.max(np.abs(new - density)) < 1e-11:
            energy = (np.sum(psi * (h_core @ psi))
                      + 0.5 * amaldi * new @ repulsion @ new)
            return psi, levels, energy, new
        density += 0.4 * (new - density)
    raise RuntimeError("self-consistency not reached")


def all_electron_matrices(P, Q, origin=0.0):
    return P.T @ Q, P.T @ ((x - origin)[:, None] * Q)


def bare_matrices(P, Q, origin=0.0):
    return all_electron_matrices(P, Q, origin)


def paw_matrices(P, Q, origin=0.0):
    """Overlap and position matrices from smooth orbitals and corrections."""
    S, D = bare_matrices(P, Q, origin)
    for a in atoms:
        cP = a["projector"].T @ P[a["inside"]]
        cQ = a["projector"].T @ Q[a["inside"]]
        S = S + cP.T @ a["dO"] @ cQ
        D = D + cP.T @ ((a["X"] - origin) * a["dO"] + a["d1"]) @ cQ
    return S, D


def cofactors(S):
    n = len(S)
    return np.array([[(-1)**(i + j) * np.linalg.det(
        np.delete(np.delete(S, i, 0), j, 1)) for j in range(n)]
        for i in range(n)])


def element(matrices, P, Q, origin=0.0):
    S, D = matrices(P, Q, origin)
    return np.linalg.det(S), np.sum(D * cofactors(S))


def corrected(matrices, P, Q, origin=0.0):
    s, m = element(matrices, P, Q, origin)
    mP = element(matrices, P, P, origin)[1]
    mQ = element(matrices, Q, Q, origin)[1]
    return (m - s * (mP + mQ) / 2) / (1 - s**2)


def align(P, Q):
    """Orbital signs: first two diagonal overlaps and det S positive."""
    Q = Q.copy()
    for i in range(N - 1):
        if P[:, i] @ Q[:, i] < 0:
            Q[:, i] *= -1
    if np.linalg.det(P.T @ Q) < 0:
        Q[:, -1] *= -1
    return Q


def smooth_orbitals(P):
    out = P.copy()
    for a in atoms:
        c = np.linalg.lstsq(a["phi"], P[a["inside"]], rcond=None)[0]
        out[a["inside"]] = a["smooth"] @ c
    return out


def wave_function(P):
    """Explicit antisymmetric three-electron amplitude on the product grid."""
    total = np.zeros((n_grid,) * 3)
    for p in permutations(range(3)):
        sign = np.linalg.det(np.eye(3)[list(p)])
        total += sign * np.einsum("i,j,k->ijk", P[:, p[0]], P[:, p[1]],
                                  P[:, p[2]])
    return total.ravel() / np.sqrt(6)


ground, excited = [0, 1, 2], [0, 1, 3]
A, levels_A, E_A, n_A = scf(paw_basis, ground, np.zeros(n_grid))
B, levels_B, E_B, n_B = scf(paw_basis, excited, n_A)
B = align(A, B)
A_s, B_s = smooth_orbitals(A), smooth_orbitals(B)

# Cofactor formula with PAW matrices against explicit wave functions.
S, D = paw_matrices(A_s, B_s)
cof = cofactors(S)
s, m = element(paw_matrices, A_s, B_s)
norm_A, m_A = element(paw_matrices, A_s, A_s)
norm_B, m_B = element(paw_matrices, B_s, B_s)
psi_A, psi_B = wave_function(A), wave_function(B)
X_total = (x[:, None, None] + x[None, :, None] + x[None, None, :]).ravel()
s_ref = psi_A @ psi_B
m_ref = psi_A @ (X_total * psi_B)
assert abs(norm_A - 1) < 1e-8 and abs(norm_B - 1) < 1e-8
assert abs(s - s_ref) < 1e-8 and abs(m - m_ref) < 1e-8
assert abs(m_A - psi_A @ (X_total * psi_A)) < 1e-8
assert abs(m_B - psi_B @ (X_total * psi_B)) < 1e-8
assert abs(s) > 1e-3
assert abs(m - np.linalg.det(S) * np.trace(np.linalg.solve(S, D))) < 1e-8

# Singular overlap matrix: one orbital replaced without relaxation.
v_A = amaldi * repulsion @ n_A
C_A = eigh(paw_basis.T @ (h_core + np.diag(v_A)) @ paw_basis)[1]
unrelaxed = np.column_stack([A[:, :2], paw_basis @ C_A[:, 3]])
s_un, m_un = element(paw_matrices, A_s, smooth_orbitals(unrelaxed))
assert abs(s_un) < 1e-8
assert abs(m_un - psi_A @ (X_total * wave_function(unrelaxed))) < 1e-8

# Symmetric orthogonalization: nearest orthonormal pair of wave functions.
mu = corrected(paw_matrices, A_s, B_s)
U, _, Vt = np.linalg.svd(np.column_stack([psi_A, psi_B]), full_matrices=False)
pair = U @ Vt
mu_ref = pair[:, 0] @ (X_total * pair[:, 1])
assert abs(mu - mu_ref) < 1e-8

# Alternative: keep A and project it out of B.
mu_keep = (m - s * m_A) / np.sqrt(1 - s**2)
projected = psi_B - s_ref * psi_A
projected /= np.linalg.norm(projected)
assert abs(mu_keep - psi_A @ (X_total * projected)) < 1e-8

# Origin shift of raw, nuclear-inclusive and corrected elements.
shift = 10.0
m_shift = element(paw_matrices, A_s, B_s, shift)[1]
m_shift_ref = psi_A @ ((X_total - N * shift) * psi_B)
mu_shift = corrected(paw_matrices, A_s, B_s, shift)
assert abs(m_shift - m_shift_ref) < 1e-7
assert abs((m_shift - m) + N * shift * s) < 1e-7
assert abs(mu_shift - mu) < 1e-7
nuclear = sum(Z * X for Z, X in zip(charges, centres))
nuclear_shift = sum(Z * (X - shift) for Z, X in zip(charges, centres))
total_raw = s * nuclear - m
total_raw_shift = s * nuclear_shift - m_shift
assert abs(total_raw_shift - total_raw
           + (sum(charges) - N) * s * shift) < 1e-7
balanced = (m_A + m_B) / (2 * N)
m_balanced = element(paw_matrices, A_s, B_s, balanced)[1]
assert abs(m_balanced / (1 - s**2) - mu) < 1e-8

# A common frozen orbital, orthogonal to both valence sets, drops out.
trial = np.exp(-(x - 0.7)**2)
span = np.linalg.qr(np.hstack([A, B]))[0]
common = trial - span @ (span.T @ trial)
common -= span @ (span.T @ common)
common /= np.linalg.norm(common)
A4, B4 = np.column_stack([common, A]), np.column_stack([common, B])
s4, m4 = element(all_electron_matrices, A4, B4)
assert abs(s4 - s) < 1e-8
assert abs(m4 - m - s * (common @ (x * common))) < 1e-8
assert abs(corrected(all_electron_matrices, A4, B4) - mu) < 1e-8

# Without augmentation the origin dependence survives the correction.
s_bare, m_bare = element(bare_matrices, A_s, B_s)
norm_A_bare = element(bare_matrices, A_s, A_s)[0]
norm_B_bare = element(bare_matrices, B_s, B_s)[0]
mu_bare = corrected(bare_matrices, A_s, B_s)
mu_bare_shift = corrected(bare_matrices, A_s, B_s, shift)
assert abs(mu_bare_shift - mu_bare) > 1e-3

# Cost of the finite partial-wave set: unrestricted grid calculation, and
# a smaller nested set whose energy must lie higher.
A_f, _, E_A_f, n_f = scf(np.eye(n_grid), ground, n_A)
B_f, _, E_B_f, _ = scf(np.eye(n_grid), excited, n_B)
B_f = align(A_f, B_f)
s_f = element(all_electron_matrices, A_f, B_f)[0]
mu_f = corrected(all_electron_matrices, A_f, B_f)
E_A_few = scf(build_basis(build_atoms(fewer_energies)), ground, n_A)[2]
gap, gap_few = E_A - E_A_f, E_A_few - E_A_f
assert -1e-8 < gap < 0.02, f"energy gaps {gap:.6f}, {gap_few:.6f}"
assert gap < gap_few, f"energy gaps {gap:.6f}, {gap_few:.6f}"

debye = (constants.e * constants.physical_constants["Bohr radius"][0]
         * constants.c / 1e-21)


def show(label, value, unit=""):
    print(f"{label}: {value:.6f} {unit}".rstrip())


def show_matrix(label, matrix):
    for i, row in enumerate(matrix):
        print(f"{label} row {i + 1}: " + " ".join(f"{v:10.6f}" for v in row))


print(f"electrons {N}; nuclear charges {charges[0]:.0f}, {charges[1]:.0f}")
print(f"nuclei at {centres[0]:.2f}, {centres[1]:.2f} bohr")
print(f"softening: nuclei {soft_nucleus}, repulsion {soft_repulsion} bohr")
print(f"grid step {step} bohr, {n_grid} points, last at {x[-1]:.2f} bohr")
print(f"sphere radius {edge * step:.2f} bohr; "
      f"wave energies {wave_energies} hartree")
print("levels 1-4, ground SCF (hartree): "
      + " ".join(f"{v:.5f}" for v in levels_A[:4]))
print("levels 1-4, excited SCF (hartree): "
      + " ".join(f"{v:.5f}" for v in levels_B[:4]))
show("ground energy", E_A, "hartree")
show("Delta-SCF excitation energy", E_B - E_A, "hartree")
show_matrix("S", S)
show_matrix("D (bohr)", D)
show_matrix("cofactor", cof)
show("s from det S", s)
show("s from explicit wave functions", s_ref)
show("raw m from cofactors", m, "bohr")
show("raw m from explicit wave functions", m_ref, "bohr")
show("m_A", m_A, "bohr")
show("m_B", m_B, "bohr")
show("origin shift d", shift, "bohr")
show("raw m after shift", m_shift, "bohr")
show("raw dipole with nuclei, s*sum(ZX)-m", total_raw, "e bohr")
show("same after shift", total_raw_shift, "e bohr")
show("mu, symmetric orthogonalization", mu, "bohr")
show("mu after shift", mu_shift, "bohr")
show("mu from explicit orthonormal pair", mu_ref, "bohr")
show("size of transition dipole", abs(mu) * debye, "debye")
show("value when A is kept", mu_keep, "bohr")
show("first-order difference s(m_A-m_B)/2", s * (m_A - m_B) / 2, "bohr")
show("balanced origin (m_A+m_B)/(2N)", balanced, "bohr")
show("raw m at balanced origin", m_balanced, "bohr")
show("unrelaxed excitation: m with singular S", m_un, "bohr")
show("bare smooth overlap of A and B", s_bare)
show("bare squared norm of A", norm_A_bare)
show("bare squared norm of B", norm_B_bare)
show("bare corrected value", mu_bare, "bohr")
show("bare corrected value after shift", mu_bare_shift, "bohr")
show("ground energy minus full-grid value", gap, "hartree")
show("same with two wave energies only", gap_few, "hartree")
show("full-grid excitation energy", E_B_f - E_A_f, "hartree")
show("full-grid s", s_f)
show("full-grid mu", mu_f, "bohr")
print("OK")
```

Printed output:

```
electrons 3; nuclear charges 3, 2
nuclei at -1.50, 1.50 bohr
softening: nuclei 0.5, repulsion 1.0 bohr
grid step 0.15 bohr, 121 points, last at 9.00 bohr
sphere radius 1.05 bohr; wave energies [-4.5, -2.5, -0.5] hartree
levels 1-4, ground SCF (hartree): -3.70873 -2.64142 -1.65192 -1.05855
levels 1-4, excited SCF (hartree): -3.83727 -2.61107 -1.73520 -1.06112
ground energy: -9.742999 hartree
Delta-SCF excitation energy: 0.635114 hartree
S row 1:   0.999971   0.003432   0.004030
S row 2:  -0.003533   0.999316  -0.015096
S row 3:   0.004794   0.033908   0.035144
D (bohr) row 1:  -1.467714   0.156792  -0.106064
D (bohr) row 2:   0.143144   1.358317  -0.372577
D (bohr) row 3:   0.422040  -0.519330   1.324375
cofactor row 1:   0.035632   0.000052  -0.004911
cofactor row 2:   0.000016   0.035124  -0.033891
cofactor row 3:  -0.004079   0.015082   0.999299
s from det S: 0.035612
s from explicit wave functions: 0.035612
raw m from cofactors: 1.322463 bohr
raw m from explicit wave functions: 1.322463 bohr
m_A: -0.994285 bohr
m_B: -0.334064 bohr
origin shift d: 10.000000 bohr
raw m after shift: 0.254112 bohr
raw dipole with nuclei, s*sum(ZX)-m: -1.375881 e bohr
same after shift: -2.088115 e bohr
mu, symmetric orthogonalization: 1.347825 bohr
mu after shift: 1.347825 bohr
mu from explicit orthonormal pair: 1.347825 bohr
size of transition dipole: 3.425829 debye
value when A is kept: 1.358733 bohr
first-order difference s(m_A-m_B)/2: -0.011756 bohr
balanced origin (m_A+m_B)/(2N): -0.221392 bohr
raw m at balanced origin: 1.346116 bohr
unrelaxed excitation: m with singular S: 1.331724 bohr
bare smooth overlap of A and B: 0.009810
bare squared norm of A: 0.390691
bare squared norm of B: 0.390011
bare corrected value: 0.546453 bohr
bare corrected value after shift: 0.367009 bohr
ground energy minus full-grid value: 0.000004 hartree
same with two wave energies only: 0.078368 hartree
full-grid excitation energy: 0.635111 hartree
full-grid s: 0.035611
full-grid mu: 1.347820 bohr
OK
```
